# Gravitational Length of Ceria Particles and Uniformity of an Undisturbed Slurry: a numerical check

```python
# RESULT UNDER TEST: spheres of diameter d and density excess drho in water have
# the equilibrium profile n(z) = n(0) exp(-z/l_g), l_g = kT/(drho*g*pi*d^3/6).
# For 100 nm ceria l_g is far below the height of a 100 mm column, so Brownian
# motion alone cannot keep the slurry uniform. v = settling speed, D = diffusion
# coefficient, phi = volume fraction. SI units are used unless a name says not.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags, identity
from scipy.sparse.linalg import splu

# Rough typical inputs for a ceria polishing slurry
diameter = 100e-9
rho_ceria, rho_water = 7200.0, 997.0
viscosity, temperature = 0.89e-3, 298.15
column, weight_fraction = 0.100, 0.01
salt_molar, surface_potential, rel_permittivity = 1e-3, 0.040, 78.4
expansion, delta_T, gap = 2.6e-4, 0.01, 0.010
g, kT = const.g, const.k * temperature
radius = diameter / 2
volume = np.pi * diameter**3 / 6
drho = rho_ceria - rho_water


def grav_length(d, density):
    return 6 * kT / (np.pi * (density - rho_water) * g * d**3)


l_g = grav_length(diameter, rho_ceria)
buoyant_weight = drho * volume * g
v = drho * g * diameter**2 / (18 * viscosity)
D = kT / (3 * np.pi * viscosity * diameter)
day = 86400.0

# Buoyancy from hydrostatic pressure on the surface, in scaled form
lift = quad(lambda q: np.cos(q)**2 * 2 * np.pi * np.sin(q), 0, np.pi)[0]
lift *= rho_water * g * radius**3
weight_from_pressure = rho_ceria * volume * g - lift
assert abs(weight_from_pressure / buoyant_weight - 1) < 1e-9
assert abs(kT / weight_from_pressure / l_g - 1) < 1e-9

# Stokes flow past a fixed sphere: radius, far speed and viscosity equal one
x, y, z = sp.symbols('x y z', real=True)
pos = [x, y, z]
r = sp.sqrt(x**2 + y**2 + z**2)
axis = [0, 0, 1]
flow = [axis[i] - sp.Rational(3, 4) * (axis[i] / r + z * pos[i] / r**3)
        - sp.Rational(1, 4) * (axis[i] / r**3 - 3 * z * pos[i] / r**5)
        for i in range(3)]
pressure = -sp.Rational(3, 2) * z / r**3
divergence = sum(sp.diff(flow[i], pos[i]) for i in range(3))
momentum = [sum(sp.diff(flow[i], q, 2) for q in pos)
            - sp.diff(pressure, pos[i]) for i in range(3)]
for point in [(1, 2, 2), (2, 3, 6), (-4, 4, 7)]:
    at = dict(zip(pos, map(sp.Integer, point)))
    assert sp.simplify(divergence.subs(at)) == 0
    assert all(sp.simplify(m.subs(at)) == 0 for m in momentum)
traction = [-pressure * pos[i] / r + sum(
    (sp.diff(flow[i], pos[j]) + sp.diff(flow[j], pos[i])) * pos[j] / r
    for j in range(3)) for i in range(3)]
for point, length in [((1, 2, 2), 3), ((2, 3, 6), 7), ((-4, 4, 7), 9)]:
    at = {q: sp.Rational(c, length) for q, c in zip(pos, point)}
    assert all(sp.simplify(u.subs(at)) == 0 for u in flow)
    local = [sp.simplify(t.subs(at)) for t in traction]
    assert local == [0, 0, sp.Rational(3, 2)]
drag_per_speed = float(local[2]) * 4 * np.pi * viscosity * radius
assert abs(buoyant_weight / drag_per_speed / v - 1) < 1e-9

# Diffusion from random kicks that hold the velocity at thermal equilibrium
rng = np.random.default_rng(4)
step, walkers = 0.05, 20000
speed = rng.standard_normal(walkers)
place = np.zeros(walkers)
keep = np.exp(-step)
kick = np.sqrt(1 - keep**2)
for count in range(1, 2001):
    new_speed = keep * speed + kick * rng.standard_normal(walkers)
    place += step * (speed + new_speed) / 2
    speed = new_speed
    if count == 400:
        early_spread = np.mean(place**2)
slope = (np.mean(place**2) - early_spread) / (1600 * step)
mass = rho_ceria * volume
velocity_memory = mass / drag_per_speed
D_walk = slope / 2 * (kT / mass) * velocity_memory
assert abs(D_walk / D - 1) < 0.05  # sampling error is slightly above 1%


def settle(height, cells, duration, steps):
    """Finite-volume drift and diffusion from a uniform closed column."""
    dz, dt = height / cells, duration / steps
    from_below = -v / 2 + D / dz
    from_above = -v / 2 - D / dz
    main = np.zeros(cells)
    main[:-1] -= from_below / dz
    main[1:] += from_above / dz
    lower = np.full(cells - 1, from_below / dz)
    upper = np.full(cells - 1, -from_above / dz)
    rate = diags([lower, main, upper], [-1, 0, 1], format='csc')
    solver = splu((identity(cells, format='csc') - dt * rate).tocsc())
    conc = np.ones(cells)
    for _ in range(steps):
        conc = solver.solve(conc)
    return (np.arange(cells) + 0.5) * dz, conc


# Final profile of a 1 mm column, compared with the thermal-energy formula
heights, final = settle(1e-3, 200, 3e6, 1000)
assert abs(final.mean() - 1) < 1e-6
fitted_length = -1 / np.polyfit(heights, np.log(final), 1)[0]
assert abs(fitted_length / l_g - 1) < 0.01

# Full column after one day: depth and blur of the clear layer
heights, after_day = settle(column, 2000, day, 1440)
depth = (column - heights)[::-1][:1000]
top_conc = after_day[::-1][:1000]
low, half, high = np.interp([0.158655, 0.5, 0.841345], top_conc, depth)
blur = np.sqrt(2 * D * day)
assert abs(half - v * day) < 0.5 * l_g
assert abs((high - low) / 2 / blur - 1) < 0.05

# Uniformity criterion and the diameter that would satisfy it
uniform_height = l_g * np.log(1 / 0.9)
small_d = diameter * (uniform_height / column)**(1 / 3)
small_weight = drho * np.pi * small_d**3 / 6 * g
assert abs(np.exp(-small_weight * column / kT) - 0.9) < 1e-9
assert column / l_g > 100

# Charge repulsion: screened linear potential and effective hard diameter
phi = (weight_fraction / rho_ceria) / (
    weight_fraction / rho_ceria + (1 - weight_fraction) / rho_water)
permittivity = rel_permittivity * const.epsilon_0
salt_number = salt_molar * 1000 * const.N_A
debye = np.sqrt(permittivity * kT / (2 * salt_number * const.e**2))
contact = 4 * np.pi * permittivity * radius**2 * surface_potential**2
contact /= diameter * kT
d_nm, debye_nm = diameter * 1e9, debye * 1e9


def blocked(s):
    return 1 - np.exp(-contact * d_nm / s * np.exp(-(s - d_nm) / debye_nm))


far = d_nm + 40 * debye_nm
d_eff = d_nm + quad(blocked, d_nm, far, limit=200)[0]
mayer = d_nm**3 + 3 * quad(lambda s: blocked(s) * s**2, d_nm, far,
                           limit=200)[0]
assert abs(mayer**(1 / 3) / d_eff - 1) < 0.02  # two averages of a soft edge


def compress(f):
    return (1 + f + f**2 - f**3) / (1 - f)**3


def pressure_slope(f):
    return (1 + 4*f + 4*f**2 - 4*f**3 + f**4) / (1 - f)**4


# Third virial coefficient from the overlap of two exclusion spheres
overlap = quad(lambda s: 4 * np.pi * s**2 * np.pi / 12 * (4 + s)
               * (2 - s)**2, 0, 1)[0]
third_virial = overlap / 3 / (np.pi / 6)**2
f = sp.symbols('f')
series = sp.series(compress(f), f, 0, 3).removeO()
assert abs(third_virial - float(series.coeff(f, 2))) < 1e-8
assert abs((0.3001 * compress(0.3001) - 0.2999 * compress(0.2999)) / 0.0002
           - pressure_slope(0.3)) < 1e-4

# Sediment profile with height measured in gravitational lengths
ideal_floor = phi * column / l_g
swell = (d_eff / d_nm)**3
floor_pressure = ideal_floor * swell
floor_eff = brentq(lambda q: q * compress(q) - floor_pressure, 1e-6, 0.7)
assert ideal_floor > 1 and floor_eff < 0.49  # fluid branch applies
profile = solve_ivp(
    lambda h, s: [-s[0] / pressure_slope(s[0]), s[0], h * s[0]],
    (0, 60), [floor_eff, 0, 0], rtol=1e-9, atol=1e-12, max_step=0.02)
amount, moment = profile.y[1], profile.y[2]
mean_ratio = quad(lambda q: compress(q) * pressure_slope(q),
                  0, floor_eff)[0] / floor_pressure
assert abs(amount[-1] / floor_pressure - 1) < 1e-5
assert abs(moment[-1] / amount[-1] / mean_ratio - 1) < 1e-5
index = np.searchsorted(amount, 0.99 * amount[-1])
height_99 = np.interp(0.99 * amount[-1], amount[index-1:index+1],
                      profile.t[index-1:index+1]) * l_g
assert height_99 < 0.05 * column

# Convection between tall side walls held at slightly different temperatures
kinematic = viscosity / rho_water
convection = g * expansion * delta_T * gap**2 / (72 * np.sqrt(3) * kinematic)
across = np.linspace(-gap / 2, gap / 2, 1001)
dx = across[1] - across[0]
second = diags([np.ones(998), -2 * np.ones(999), np.ones(998)],
               [-1, 0, 1], format='csc') / dx**2
drive = -g * expansion * delta_T * across[1:-1] / gap / kinematic
numeric_flow = splu(second.tocsc()).solve(drive)
assert abs(numeric_flow.max() / convection - 1) < 1e-4
slurry_excess = phi * drho / rho_water
thermal_excess = expansion * delta_T
assert convection > v and slurry_excess > 100 * thermal_excess


def show(label, value, unit='', form='.4g'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Particle diameter", d_nm, "nm")
show("Ceria density (rough)", rho_ceria, "kg/m^3")
show("Water density", rho_water, "kg/m^3")
show("Density difference", drho, "kg/m^3")
show("Temperature", temperature, "K", '.2f')
show("Gravity", g, "m/s^2", '.5f')
show("Water viscosity", viscosity * 1e3, "mPa s")
show("Particle volume", volume, "m^3")
show("Buoyant mass", drho * volume, "kg")
show("Buoyant weight", buoyant_weight, "N")
show("Thermal energy kT", kT, "J")
show("GRAVITATIONAL LENGTH", l_g * 1e6, "um")
show("Gravitational length, converted", l_g * 1e3, "mm")
show("Decay length from drift-diffusion run", fitted_length * 1e6, "um")
show("Column height", column * 1e3, "mm")
show("Column height / gravitational length", column / l_g)
show("log10 of ideal top/bottom ratio", -column / l_g / np.log(10))
show("Height uniform within 10%", uniform_height * 1e6, "um")
show("Diameter for 10% uniformity in column", small_d * 1e9, "nm")
show("Settling speed", v * 1e9, "nm/s")
show("Diffusion coefficient", D * 1e12, "um^2/s")
show("Diffusion coefficient from random kicks", D_walk * 1e12, "um^2/s")
show("Reynolds number", rho_water * v * diameter / viscosity)
show("Settling distance in one hour", v * 3600 * 1e3, "mm")
show("Settling distance in one day", v * day * 1e3, "mm")
show("Half-concentration depth, one-day run", half * 1e3, "mm")
show("Diffusive blur after one day", blur * 1e3, "mm")
show("Time to settle through column", column / v / day, "days")
show("Solids weight fraction", weight_fraction * 100, "%")
show("Solids volume fraction", phi * 100, "%")
show("Impossible ideal floor volume fraction", ideal_floor)
show("Salt concentration", salt_molar * 1e3, "mmol/L")
show("Surface potential (rough)", surface_potential * 1e3, "mV")
show("Relative permittivity of water", rel_permittivity)
show("Debye length", debye_nm, "nm")
show("Contact repulsion / kT", contact)
show("Effective hard diameter", d_eff, "nm")
show("Effective floor volume fraction", floor_eff)
show("Actual floor solids volume fraction", floor_eff / swell)
show("Mean sediment height / gravitational length", mean_ratio)
show("Mean sediment height", mean_ratio * l_g * 1e3, "mm")
show("Height containing 99% of particles", height_99 * 1e3, "mm")
show("Length if particle density is 6500 kg/m^3",
     grav_length(diameter, 6500) * 1e6, "um")
show("Length for 50 nm diameter", grav_length(50e-9, rho_ceria) * 1e6, "um")
show("Length for 200 nm diameter", grav_length(200e-9, rho_ceria) * 1e6, "um")
show("Length for a 10-particle aggregate", l_g / 10 * 1e6, "um")
show("Backflow size estimate phi^(1/3)", phi**(1 / 3))
show("Side-wall temperature difference", delta_T, "K")
show("Side-wall gap", gap * 1e3, "mm")
show("Water thermal expansion (rough)", expansion, "1/K")
show("Convection speed", convection * 1e6, "um/s")
show("Convection speed / settling speed", convection / v)
show("Relative density excess of slurry", slurry_excess)
show("Relative thermal density difference", thermal_excess)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Particle diameter: 100 nm
Ceria density (rough): 7200 kg/m^3
Water density: 997 kg/m^3
Density difference: 6203 kg/m^3
Temperature: 298.15 K
Gravity: 9.80665 m/s^2
Water viscosity: 0.89 mPa s
Particle volume: 5.236e-22 m^3
Buoyant mass: 3.248e-18 kg
Buoyant weight: 3.185e-17 N
Thermal energy kT: 4.116e-21 J
GRAVITATIONAL LENGTH: 129.2 um
Gravitational length, converted: 0.1292 mm
Decay length from drift-diffusion run: 129.2 um
Column height: 100 mm
Column height / gravitational length: 773.8
log10 of ideal top/bottom ratio: -336
Height uniform within 10%: 13.62 um
Diameter for 10% uniformity in column: 5.145 nm
Settling speed: 37.97 nm/s
Diffusion coefficient: 4.907 um^2/s
Diffusion coefficient from random kicks: 4.981 um^2/s
Reynolds number: 4.254e-09
Settling distance in one hour: 0.1367 mm
Settling distance in one day: 3.281 mm
Half-concentration depth, one-day run: 3.274 mm
Diffusive blur after one day: 0.9209 mm
Time to settle through column: 30.48 days
Solids weight fraction: 1 %
Solids volume fraction: 0.1397 %
Impossible ideal floor volume fraction: 1.081
Salt concentration: 1 mmol/L
Surface potential (rough): 40 mV
Relative permittivity of water: 78.4
Debye length: 9.614 nm
Contact repulsion / kT: 84.76
Effective hard diameter: 144.7 nm
Effective floor volume fraction: 0.4199
Actual floor solids volume fraction: 0.1386
Mean sediment height / gravitational length: 4.734
Mean sediment height: 0.6118 mm
Height containing 99% of particles: 1.634 mm
Length if particle density is 6500 kg/m^3: 145.7 um
Length for 50 nm diameter: 1034 um
Length for 200 nm diameter: 16.16 um
Length for a 10-particle aggregate: 12.92 um
Backflow size estimate phi^(1/3): 0.1118
Side-wall temperature difference: 0.01 K
Side-wall gap: 10 mm
Water thermal expansion (rough): 0.00026 1/K
Convection speed: 22.9 um/s
Convection speed / settling speed: 603.2
Relative density excess of slurry: 0.00869
Relative thermal density difference: 2.6e-06
ALL CHECKS PASSED
```
